# Sancho-Rubio decimation for phonon leads: length doubling and step count

## Result

A half-infinite harmonic lead consists of identical layers with nearest-layer coupling. After $p$ decimation steps the computed surface Green function is that of a lead with $N=2^p$ layers. At fixed broadening $\gamma$ it converges to the half-infinite result $g$. If $\Omega$ is the highest lead frequency, then in exact arithmetic

$$p=\left\lceil\log_2\frac{\ln\{8/[\delta\sinh\kappa_0(1-e^{-\kappa_0})]\}}{2\kappa_0}\right\rceil,\qquad \kappa_0=2\,\mathrm{arsinh}\frac{\gamma}{\Omega} \tag{1}$$

steps suffice for $\Omega^2\|g_N-g\|\le\delta$ at every frequency $\omega>0$ (if the formula is negative, or if the logarithm $\ln\{\ldots\}$ is not positive, use $p=0$). For $\gamma\ll\Omega$ this is

$$p\simeq\log_2\frac{\Omega}{\gamma}+\log_2\ln\frac{2\Omega^2}{\delta\gamma^2}-2$$

before rounding up. The logarithmic law is thus an upper bound. Where some channel is open, halving $\gamma$ costs about one step, also at an edge of one branch that lies inside another band. At a quadratic band edge with no other channel open it costs about half a step. In a gap it costs none, except at the frequency of a surface-localized mode: there $g$ grows as $1/\gamma$, the layers needed grow as $\ln(1/\gamma)$, and the steps as $\log_2\ln(1/\gamma)$.

## Conventions

Let $D_{00}$ be the real symmetric mass-weighted force-constant block of one layer, and $D_{01}$ the real block coupling it to the next layer, so $D_{10}=D_{01}^T$. The surface layer keeps the bulk block $D_{00}$: the spring towards the device is already in its diagonal. With

$$z=(\omega+i\gamma)^2=\omega^2-\gamma^2+2i\omega\gamma,$$

$g$ is the surface block of $(z-D)^{-1}$. Norms are spectral norms.

The crystal is stable: the eigenvalues of $D(q)=D_{00}+D_{01}e^{iq}+D_{10}e^{-iq}$ lie in $[0,\Omega^2]$. Cutting out a finite or half-infinite piece restricts the vectors allowed in the Rayleigh quotient, so the spectrum of each piece lies in the same interval. All resolvents below therefore exist and have norm at most $1/(2\omega\gamma)$.

## Eliminating every second layer

Let $G_n$ be the Green-function block from layer 0 to layer $n$. At any stage the retained layers obey

$$(z-e_s)G_0=1+aG_1,\qquad (z-e)G_n=bG_{n-1}+aG_{n+1}.$$

Initially $e_s=e=D_{00}$, $a=D_{01}$, $b=D_{10}$. With $R=(z-e)^{-1}$, the odd layers are $G_n=R(bG_{n-1}+aG_{n+1})$. Inserting $G_1$ in the surface equation gives

$$(z-e_s-aRb)G_0=1+aRa\,G_2.$$

For even $n\geq2$, inserting both odd neighbours gives

$$(z-e)G_n=bR(bG_{n-2}+aG_n)+aR(bG_n+aG_{n+2}).$$

Collecting the terms in $G_n$ leaves equations of the original form, with

$$\begin{aligned}e_s&\to e_s+aRb, & e&\to e+aRb+bRa,\\ a&\to aRa, & b&\to bRb.\end{aligned}\tag{2}$$

The spacing of the retained layers doubles each time. After $p$ steps, $2^p-1$ layers have been eliminated between neighbours. Elimination is a Schur complement, whose value does not depend on the order of removal. Hence $e_s$ contains layer 0 and the next $2^p-1$ layers, and $(z-e_s)^{-1}$ is the end block of a lead of $2^p$ layers. Similarly, $(z-e)^{-1}$ is the central block of $2^{p+1}-1$ layers. For $p\ge1$, $a=D_{01}X_{\rm first,last}D_{01}$, where $X$ is the resolvent of the $2^p-1$ eliminated layers.

## Algorithm and cost

Since $b=a^T$ initially and $R$ is symmetric, $(aRa)^T=bRb$, so $b=a^T$ at every step.

```
input D00, D01, omega > 0, gamma > 0, Omega, delta
z  = (omega + i gamma)^2
es = e = D00;  a = D01
p  = max(0, value from equation (1))
repeat p times:
    b = transpose(a)            # no conjugation
    factor z - e
    solve (z - e) X = a
    solve (z - e) Y = b
    S  = a Y
    es = es + S
    e  = e + S + b X
    a  = a X
return inverse(z - es)
```

For the opposite lead, exchange $D_{01}$ and $D_{10}$. For $n$ degrees of freedom per layer, one step costs a factorization ($2n^3/3$ operations), two solves with $n$ right-hand sides ($4n^3$) and three products ($6n^3$). That is about $10.7\,n^3$ complex operations, with storage proportional to $n^2$.

The final coupling gives an error bound. Eliminating the rest of the lead would change $e_s$ by $\Delta=aXb$, where $X$ is now a resolvent block of the lead without layer 0. Thus $\|\Delta\|\le\|a\|^2/(2\omega\gamma)$. From $g-g_N=g\Delta g_N$ and the resolvent bound,

$$\|g-g_N\|\le\frac{\|a\|^2}{(2\omega\gamma)^3}.$$

One may stop early once the right-hand side is below $\delta/\Omega^2$. This controls truncation, not rounding.

## Why the error squares

Join a lead of $N$ layers, with resolvent $G^{(N)}$, to the remaining half-infinite lead. Dyson's equation for the connecting bond gives

$$g=g_N+G^{(N)}_{0,N-1}D_{01}G_{N}.$$

Everything beyond layer $n-1$ is again a half-infinite lead, so $G_n=gD_{10}G_{n-1}$. With $F=gD_{10}$ this gives $G_n=F^ng$ and

$$g-g_N=G^{(N)}_{0,N-1}D_{01}F^Ng. \tag{3}$$

The first factor also decays. Dyson's equation from layer 0 to layer $N-1$ reads

$$F^{N-1}g=G^{(N)}_{N-1,0}+G^{(N)}_{N-1,N-1}D_{01}F^Ng,$$

and hence

$$G^{(N)}_{N-1,0}=\left[1-G^{(N)}_{N-1,N-1}D_{01}F\right]F^{N-1}g.$$

The bracket is bounded at fixed $\omega,\gamma$. The matrix is symmetric, so $G^{(N)}_{0,N-1}$ is the transpose of this expression. Equation (3) therefore contains about $2N$ factors of $F$: a wave travels to the missing part and back.

Substituting $G_n=F^ng$ in the bulk equation gives $(z-D_{00})F=D_{10}+D_{01}F^2$. An eigenvalue $\lambda$ of $F$ is thus a Bloch factor. The columns of the resolvent are square-summable, which requires $|\lambda|<1$. If $F$ is diagonalizable and a single mode decays most slowly, with nonzero weight in the error, then

$$\|g-g_N\|\sim C e^{-2N\kappa},\qquad \kappa=\min_j(-\ln|\lambda_j|). \tag{4}$$

Doubling $N$ squares the exponential factor, not the prefactor $C$. If several modes have nearly the same smallest decay, $C$ becomes a bounded factor that may oscillate with $N$. A complex pair in a gap is an example: its two decays are equal at $\gamma=0$ and split in proportion to $\gamma$. $C$ also depends on $\gamma$; at the frequency of a surface mode in a gap it grows as a power of $1/\gamma$.

For an open channel with group velocity $v_j\ne0$, continue the real band to complex frequency: $\omega_j(q+\delta q)=\omega+i\gamma$. To first order $v_j\delta q=i\gamma$, so

$$\kappa_j=\frac{\gamma}{|v_j|}.$$

Velocity is measured in layers per unit time. The fastest open channel decays most slowly in space and sets the cost, $N\simeq |v|_{\max}\ln(C\Omega^2/\delta)/(2\gamma)$. This requires $\gamma$ small enough that the band is nearly linear over the shift $\delta q$ and that every closed channel decays faster than the fastest open one.

## Proof of the uniform step count

Expand a surface element of $D^m$ as paths between layers. Reaching the first layer absent from the $N$-layer lead takes $N$ hops, and returning takes another $N$. The finite and half-infinite leads therefore have equal surface elements for every polynomial $r(D)$ of degree at most $2N-1$. Subtracting such a polynomial from both resolvents gives

$$\|g-g_N\|\le2\max_{0\le x\le\Omega^2}\left|\frac1{z-x}-r(x)\right|. \tag{5}$$

Set $x=\Omega^2(1-\cos\phi)/2$ and $\omega+i\gamma=\Omega\sin(k/2)$, with $k=\theta+i\kappa$, $0<\theta<\pi$ and $\kappa>0$. In this section $\kappa$ belongs to this comparison wave, not to a lead mode. Then $z=\Omega^2(1-\cos k)/2$ and

$$\frac1{z-x}=\frac{2}{\Omega^2}\,\frac1{\cos\phi-\cos k}.$$

Let $u=e^{ik}$, so $|u|=e^{-\kappa}<1$. Summing two geometric series gives

$$1+2\sum_{m=1}^{\infty}u^m\cos m\phi=\frac{1-u^2}{1-2u\cos\phi+u^2}=\frac{i\sin k}{\cos\phi-\cos k}.$$

The last equality follows on dividing numerator and denominator by $u$. Hence

$$\frac1{z-x}=\frac{2}{i\Omega^2\sin k}\left[1+2\sum_{m=1}^{\infty}u^m\cos m\phi\right].$$

Each $\cos m\phi$ is a polynomial of degree $m$ in $\cos\phi$, hence in $x$. Take $r$ to be the terms through $m=2N-1$. The tail is at most $4e^{-2N\kappa}/[\Omega^2|\sin k|(1-e^{-\kappa})]$, and equation (5) doubles it:

$$\Omega^2\|g_N-g\|\le\frac{8e^{-2N\kappa}}{|\sin k|(1-e^{-\kappa})}. \tag{6}$$

The imaginary part of $\omega+i\gamma=\Omega\sin(k/2)$ is

$$\gamma=\Omega\cos(\theta/2)\sinh(\kappa/2)\le\Omega\sinh(\kappa/2),$$

so $\kappa\ge\kappa_0$. Also $|\sin k|^2=\sin^2\theta+\sinh^2\kappa\ge\sinh^2\kappa$. Replacing $|\sin k|$ by $\sinh\kappa$ leaves a decreasing function of $\kappa$, so $\kappa$ may be replaced by $\kappa_0$. Requiring the result to be at most $\delta$ and solving for $N=2^p$ gives equation (1).

The bound matches a speed limit. For a normalized band vector $w$ held fixed, $f(q')=w^\dagger D(q')w=A+B\cos(q'+\alpha)$ with $B\ge0$, $A-B\ge0$ and $A+B\le\Omega^2$. At the band point $f=\omega^2$ and $v=f'/(2\omega)$, so

$$v^2=\frac{B^2-(f-A)^2}{4f}=\frac14\left[2A-f-\frac{A^2-B^2}{f}\right]\le\frac{\left(\sqrt{A+B}-\sqrt{A-B}\right)^2}{4}\le\frac{\Omega^2}{4}.$$

The first inequality uses $f+(A^2-B^2)/f\ge2\sqrt{A^2-B^2}$. Thus $|v|\le\Omega/2$, and $\gamma/|v|\ge2\gamma/\Omega\simeq\kappa_0$.

## Single chain: band, edge and gap

Take $K=0.05$ Ha/bohr$^2$ and $M=50000$ electron masses. Then $\omega_0=\sqrt{K/M}=1.0000\times10^{-3}$ Ha, or 6.580 THz for $\omega_0/2\pi$. Frequencies below are in units of $\omega_0$.

The chain has $D_{00}=2$, $D_{01}=-1$ and $\Omega=2$. Its Bloch factor obeys $z-2=-(\lambda+1/\lambda)$, and $F=-g=\lambda$ gives $g=-\lambda$. The finite-lead result is

$$g_N=-\lambda\frac{1-\lambda^{2N}}{1-\lambda^{2N+2}}.$$

With $\lambda=e^{ik}$ this is $-\sin(Nk)/\sin[(N+1)k]$. It equals $1/(z-2)$ at $N=1$ and satisfies $g_{N+1}=1/(z-2-g_N)$, because $2\cos k\sin[(N+1)k]-\sin(Nk)=\sin[(N+2)k]$. Subtraction gives

$$g_N-g=\frac{\lambda^{2N+1}(1-\lambda^2)}{1-\lambda^{2N+2}}.$$

**Band.** At $\omega=1$, $4\sin^2(k/2)=1$ gives $k=\pi/3$ for small $\gamma$, and $v=\cos(k/2)=0.866$. Near convergence the scaled error is $4|1-\lambda^2|e^{-2N\kappa}\simeq8(0.866)e^{-2N\gamma/v}$. For $\delta=10^{-6}$,

$$N\simeq\frac{0.866}{2\gamma}\ln(6.93\times10^6)\simeq\frac{6.82}{\gamma}.$$

At $\gamma=2^{-12}$ this is about 27,900 layers. Direct iteration, which adds one layer per pass, needed 27,936; decimation needed 15 steps, since $2^{15}=32768$.

**Upper edge.** At $\omega=2$, write $k=\pi+\epsilon$. Then $\cos(\epsilon/2)=1+i\gamma/2$, so $\epsilon^2\simeq-4i\gamma$ and $\kappa\simeq\sqrt{2\gamma}$. For $\gamma=2^{-20}$ the computed $\kappa$ and this formula both give $1.38107\times10^{-3}$.

**Gap.** At $\omega=2.5$, $\lambda+1/\lambda\simeq-4.25$, so $\lambda\simeq-1/4$ and $\kappa\simeq\ln4$, independent of $\gamma$ at leading order.

Steps needed for $\delta=10^{-6}$:

| $\gamma$ | band | edge | gap |
|---|---:|---:|---:|
| $2^{-8}$ | 11 | 7 | 3 |
| $2^{-12}$ | 15 | 9 | 3 |
| $2^{-16}$ | 19 | 10 | 3 |
| $2^{-20}$ | 23 | 12 | 3 |

Twelve halvings add 12, 5 and 0 steps. The edge count grows by 5 rather than 6 because the prefactor $4|1-\lambda^2|\simeq16\sqrt\gamma$ also shrinks. The estimated $\log_2N$ rises from 6.29 to 11.77, which rounds up to 7 and 12.

## A lead with several channels

The second lead is a strip of three rails with masses $1,1.5,2$ in units of $M$ and one displacement per atom. Springs are $K$ along each rail, $K/2$ between neighbouring rails in a layer, and $K/4$ from rail $i$ to rail $i+1$ in the next layer. Diagonal force constants are the sums of attached springs; all entries are mass-weighted. The highest frequency is $\Omega=2.18803$.

At $\omega=0.8$ two channels are open, with speeds 0.66262 and 0.35965. For $\gamma=0.01682$, the fastest channel predicts $\kappa=0.01682/0.66262=0.0254$. The scaled errors are:

| $p$ | layers | $\Omega^2\lVert g_N-g\rVert$ |
|---:|---:|---:|
| 6 | 64 | $4.74\times10^{-1}$ |
| 7 | 128 | $1.81\times10^{-2}$ |
| 8 | 256 | $2.70\times10^{-5}$ |
| 9 | 512 | $6.11\times10^{-11}$ |

From 256 to 512 layers, equation (4) predicts a reduction by $e^{-512(0.02539)}=2.3\times10^{-6}$; the table gives $6.11\times10^{-11}/(2.70\times10^{-5})=2.3\times10^{-6}$. The second channel, with $\kappa=0.04651$, does not set the final rate.

For 60 frequencies between 0.05 and $1.05\,\Omega$, with $\delta=10^{-6}$, the worst counts at $\gamma=2^{-4},2^{-7},2^{-10},2^{-13}$ were 7, 10, 13 and 16. Equation (1) guarantees 8, 11, 15 and 18. Each eightfold reduction of $\gamma$ adds three steps to the worst sampled count.

## Convergence does not remove broadening

The Landauer heat current integrates $\hbar\omega\,\mathcal T(\omega)$ times the difference of the two Bose occupations over $d\omega/2\pi$. For a one-layer device,

$$\begin{gathered}\Sigma_R=D_{01}g_RD_{10},\quad \Sigma_L=D_{10}g_LD_{01},\quad \Gamma=i(\Sigma-\Sigma^\dagger),\\ G=(z-D_{00}-\Sigma_L-\Sigma_R)^{-1},\quad \mathcal T=\mathrm{Tr}(\Gamma_LG\Gamma_RG^\dagger).\end{gathered}$$

In the uniform chain $\Sigma=-\lambda$, so $G=1/(\lambda-1/\lambda)$ and $\Gamma=2e^{-\kappa}\sin\theta$, where now $\lambda=e^{i\theta-\kappa}$. Since $|\lambda-1/\lambda|^2=4(\sin^2\theta+\sinh^2\kappa)$,

$$\mathcal T=\frac{e^{-2\kappa}\sin^2\theta}{\sin^2\theta+\sinh^2\kappa}\simeq1-2\kappa\simeq1-\frac{2\gamma}{v}.$$

At $\omega=1$, $\gamma=10^{-3}$, the computed value is 0.9976915 and the first-order formula gives 0.9976906. More steps leave this deficit in place; $\gamma$ must be lowered. A target deficit $\varepsilon$ in this chain needs $\gamma\simeq\varepsilon v/2$, so the step count grows as $\log_2(1/\varepsilon)$, apart from the log-log term.

For the strip at $\omega=0.8$, $\mathcal T=1.9991417$ at $\gamma=10^{-4}$ and $1.9999142$ at $10^{-5}$. The deficits from two open channels are $8.58\times10^{-4}$ and $8.58\times10^{-5}$: linear in $\gamma$. They agree to three figures with $2\gamma\sum_j1/v_j$, an observation for this strip; the derivation above covers one channel. Near a channel opening, linear extrapolation in $\gamma$ is unsafe because $v$ tends to zero.

## Rounding and other failure modes

A pivot $z-e$ can be invertible yet nearly singular. In the chain at $\omega=\sqrt2$, the first pivot is $y=z-2\simeq2\sqrt2\,i\gamma$. One step gives coupling $1/y$ and next pivot $y-2/y$; the ratio of pivot to coupling is $y^2-2$. The information on the wave number sits in $y^2\simeq-8\gamma^2$, added to $-2$. Double precision, with relative spacing about $2\times10^{-16}$, retains it at $\gamma=10^{-6}$ to a relative accuracy of only about $3\times10^{-5}$.

After 30 steps the scaled error was $4.2\times10^{-5}$; the digits depend on how the floating-point operations are arranged, and only the order of magnitude, $10^{-5}$, carries over. The same recursion with the same $z$ in 50-digit arithmetic gave $4.6\times10^{-40}$, so the loss is rounding, not truncation. At $\omega=1$, with the same $\gamma$ and number of steps, double precision gave $2.8\times10^{-15}$. Higher precision recovers $g$ at the given $z$; further steps do not restore lost digits. A frequency shift much larger than $\gamma$, or a larger $\gamma$, avoids the loss but gives $g$ at a different $z$: a shift $s$ changes the scaled result by about $4s/v\simeq5.7s$ here, which for $s=10^{-5}$ is as large as the rounding error. Such a shift helps only when the point may be moved, as on an integration grid.

An independent diagnostic is the residual

$$r=(z-D_{00}-D_{01}\tilde gD_{10})^{-1}-\tilde g$$

of the computed $\tilde g=g+\eta$. Linearizing the inverse gives $r\simeq gD_{01}\eta D_{10}g-\eta=H^T\eta H-\eta$, where $H=D_{10}g=g^{-1}Fg$ has the same eigenvalues $\lambda_j$ as $F$. If $\tilde g$ is already near $g$, a small residual indicates a small error provided the linear map $\eta\mapsto H^T\eta H-\eta$ has an inverse of moderate norm. Its eigenvalues are $\lambda_i\lambda_j-1$, so this fails when some product $\lambda_i\lambda_j$ is close to 1, as happens at a band edge. It can also fail with all products far from 1 when $H$ is large and far from normal, as near a surface mode of a lead with several degrees of freedom per layer. The residual alone cannot exclude a different root of the same equation: in the chain, the growing solution $\tilde g=-1/\lambda$ also gives $r=0$.

Three conditions limit the scheme. At $\gamma=0$ inside a band, the finite leads have standing waves and their surface functions do not converge. If forces reach beyond the next layer, layers must be grouped until they do not. If $D$ is complex, $b=a^T$ fails and both couplings must be updated by equation (2).

## Relation to real leads

The chosen mass is about 27 atomic mass units, and the chain's top frequency of about 13 THz is ordinary for a solid. The numerical $\gamma$ is not a model of phonon scattering: it removes energy without returning it to other modes. Real leads and devices are anharmonic. The harmonic transmission is a fair approximation when the device is much shorter than the mean free paths of the phonons that carry the heat; when the lengths are comparable, scattering that turns phonons back can lower the heat current appreciably. In polar crystals, long-range electric forces also violate the finite-range assumption, and the truncation distance must be converged separately. The computed values are collected in the numerical output below.

## Numbers as computed

```
spring K = 0.05 Ha/bohr^2, mass M = 50000 m_e
w0 = 1.0000e-03 Ha = 6.580 THz (w0/2pi)
strip: highest frequency w_top = 2.18803 w0
doubling, 1 to 32 layers: largest relative mismatch = 9.8e-15
4-layer lead: first wrong surface moment has order 8
strip at w = 0.8 w0: open channels = 2
  velocities (layers*w0): 0.66262 0.35965
  kappa/gamma (1/w0): 1.50916 2.78052
  fastest velocity of any band = 0.8606, limit = 1.0940
error per step, strip, w = 0.8 w0, gamma = 0.01682 w0:
  p = 4, layers = 16, w_top^2*|error| = 3.96e+00
  p = 5, layers = 32, w_top^2*|error| = 2.04e+00
  p = 6, layers = 64, w_top^2*|error| = 4.74e-01
  p = 7, layers = 128, w_top^2*|error| = 1.81e-02
  p = 8, layers = 256, w_top^2*|error| = 2.70e-05
  p = 9, layers = 512, w_top^2*|error| = 6.11e-11
  measured kappa = 0.02539, two slowest decays = 0.02539, 0.04651
uniform bound: largest error/bound = 0.228
strip, worst of 60 frequencies, delta = 1e-06
  gamma = 2^-4 w0: steps = 7, guaranteed = 8
  gamma = 2^-7 w0: steps = 10, guaranteed = 11
  gamma = 2^-10 w0: steps = 13, guaranteed = 15
  gamma = 2^-13 w0: steps = 16, guaranteed = 18
single chain, steps at w/w0 = 1 (band), 2 (edge), 2.5 (gap):
  gamma = 2^-4 w0: 7 5 3
  gamma = 2^-8 w0: 11 7 3
  gamma = 2^-12 w0: 15 9 3
  gamma = 2^-16 w0: 19 10 3
  gamma = 2^-20 w0: 23 12 3
  added steps for 12 halvings of gamma: 12 5 0
  edge, gamma = 2^-20 w0: kappa = 1.38107e-03, sqrt(2 gamma/w0) = 1.38107e-03
w = w0, gamma = 2^-12 w0: layers needed = 27936, decimation steps = 15
chain, w = w0, gamma = 0.001 w0: T = 0.9976915, 1-2*gamma/v = 0.9976906
strip, w = 0.8 w0, gamma = 1e-04 w0: steps = 18, T = 1.9991417
strip, w = 0.8 w0, gamma = 1e-05 w0: steps = 22, T = 1.9999142
rounding, w/w0 = 1, gamma = 1e-6 w0, 30 steps: double 2.8e-15, 50 digits 1.2e-50
rounding, w/w0 = sqrt(2), gamma = 1e-6 w0, 30 steps: double 4.2e-05, 50 digits 4.6e-40
```
